# Line-width roughness and the confinement level of a hard-wall channel

**Setting.** A patterned semiconductor line confines an electron between two sidewalls a distance \(W\) apart. The sidewalls are treated as infinitely high, the potential between them as flat, and the band as parabolic with mass \(m=0.19\,m_0\), where \(m_0\) is the free-electron mass. The nominal width is \(W=5\) nm, and the full width fluctuates by \(0.5\) nm rms (one sigma). Energies are measured from the band edge inside the line. Use \(\hbar^2/(2m_0)=0.0381\) eV nm².

## (a) The level of a smooth line

**Question.** Find the lowest confinement energy \(E_1(W)\) and its value at the nominal width.

**Answer.** With \(y\) measured from one wall, and a prime denoting \(d/dy\),

\[
-\frac{\hbar^2}{2m}\psi''=E\psi,\qquad \psi(0)=\psi(W)=0 .
\]

Multiplying by a real, normalized \(\psi\) and integrating by parts gives \(E=(\hbar^2/2m)\int_0^W\psi'^2dy>0\), because the boundary term vanishes. We may therefore write \(E=\hbar^2k^2/2m\) with \(k>0\), and \(\psi=A\sin ky+B\cos ky\). The condition at \(y=0\) gives \(B=0\). The condition at \(y=W\) gives \(\sin kW=0\), whose smallest positive solution is \(k=\pi/W\). Since \(\int_0^W\sin^2(\pi y/W)\,dy=W/2\),

\[
\psi=\sqrt{\frac{2}{W}}\,\sin\frac{\pi y}{W},\qquad
E_1(W)=\frac{\pi^2\hbar^2}{2mW^2}.
\]

Numerically,

\[
E_1=\frac{0.0381}{0.19}\times\frac{\pi^2}{25}\ \text{eV}\approx 79.2\ \text{meV}.
\]

## (b) Moving a wall

**Question.** Moving an infinite wall is not a small change of potential. Derive \(dE/dW\) from the Schrödinger equation and its boundary conditions, without using the known \(E_1(W)\). Then find the first-order shift for a width change of \(\pm0.5\) nm.

**Answer.** Keep the wall at \(y=0\) fixed and regard \(\psi(y;W)\) as a function of both arguments. Let \(\chi=\partial\psi/\partial W\) at fixed \(y\). Differentiating the Schrödinger equation with respect to \(W\) gives

\[
-\frac{\hbar^2}{2m}\chi''-E\chi=\frac{dE}{dW}\psi .
\]

Multiply by \(\psi\) and integrate from 0 to \(W\). Normalization leaves \(dE/dW\) on the right. On the left, two integrations by parts give

\[
\int_0^W\psi\chi''dy=\bigl[\psi\chi'-\psi'\chi\bigr]_0^W+\int_0^W\psi''\chi\,dy .
\]

The remaining integrals combine into \(\int\chi\,[-(\hbar^2/2m)\psi''-E\psi]\,dy=0\). In the boundary term, \(\psi\) vanishes at both walls, and \(\chi(0)=0\) because \(\psi(0;W)=0\) for every \(W\). Hence

\[
\frac{dE}{dW}=\frac{\hbar^2}{2m}\,\psi'(W)\,\chi(W).
\]

At the moving wall \(\psi(W;W)=0\) for every \(W\). Its total derivative is \(\psi'(W)+\chi(W)=0\), so \(\chi(W)=-\psi'(W)\) and

\[
\frac{dE}{dW}=-\frac{\hbar^2}{2m}\,[\psi'(W)]^2 .
\]

The minus sign says that the electron pushes the wall outward. From part (a), \([\psi'(W)]^2=(2/W)(\pi/W)^2\), so

\[
\frac{dE_1}{dW}=-\frac{\pi^2\hbar^2}{mW^3}=-\frac{2E_1}{W}
=-\frac{2\times79.16}{5}\approx-31.7\ \text{meV/nm}.
\]

The first-order shift is therefore

\[
\Delta E^{(1)}=-\frac{2E_1}{W}\,\delta W,\qquad
|\Delta E^{(1)}|=31.67\times0.5\approx15.8\ \text{meV},
\]

or about 16 meV: upward where the line is narrower, downward where it is wider. Direct diagonalization on a grid of spacing 0.005 nm gives the same slope, 31.67 meV/nm in magnitude.

## (c) How good is first order?

**Question.** Find the remainder beyond first order in closed form, and evaluate the full shifts for \(\delta W=\mp0.5\) nm.

**Answer.** Let \(x=\delta W/W\). The full shift is \(E_1[(1+x)^{-2}-1]\). Subtracting the first-order part \(-2xE_1\) leaves

\[
\frac{R}{E_1}=\frac{1-(1-2x)(1+x)^2}{(1+x)^2}
=\frac{3x^2+2x^3}{(1+x)^2},
\]

because \((1-2x)(1+2x+x^2)=1-3x^2-2x^3\). The remainder is positive for both signs of a small \(x\), since \(W^{-2}\) is convex.

For the narrower line, \(x=-0.1\) and \(R=79.16\times0.028/0.81\approx2.7\) meV, so the full shift is \(+18.6\) meV. For the wider line, \(x=+0.1\) and \(R=79.16\times0.032/1.21\approx2.1\) meV, so the full shift is \(-13.7\) meV. Relative to the first-order magnitude, the remainders are 17% and 13%. First order gives the scale of the effect but misses this asymmetry.

## (d) Random edges

**Question.** The left and right edges are displaced by random amounts \(l\) and \(r\) of zero mean, both counted positive to the right. Find the leading mean and rms shift of the local level. What changes if 0.5 nm is a three-sigma value, or the rms of each edge separately?

**Answer.** The width change is \(\delta W=r-l\), so \(\langle\delta W\rangle=0\) and

\[
\sigma_W^2=\langle(r-l)^2\rangle=\sigma_r^2+\sigma_l^2-2\langle rl\rangle .
\]

Expanding \((1+x)^{-2}=1-2x+3x^2-\dots\) and averaging,

\[
\langle\Delta E\rangle\approx 3E_1\frac{\sigma_W^2}{W^2},\qquad
\sigma_E\approx\frac{2E_1}{W}\,\sigma_W .
\]

The first-order mean shift is zero. The 16 meV is the rms spread of the local level, while the mean rises by only \(3\times79.16\times0.01\approx2.4\) meV.

The correlation between the edges matters. If they move together (\(r=l\)), the line wiggles at constant width and the local level \(E_1(W)\) does not change in this flat-band model. That describes a slow wiggle only: a tilted section is narrower normal to its axis, and the two-dimensional level rises by roughly \(E_1\) times the mean squared slope of the centreline. For a sinusoidal wiggle of 0.5 nm rms the rise is 0.02 meV at a 200 nm period, 1.8 meV at 20 nm and 6.3 meV at 10 nm. If they move oppositely (\(r=-l\)), then \(\sigma_W\) is twice the rms of one edge. For independent edges of equal rms it is \(\sqrt2\) times that rms.

- If 0.5 nm is the three-sigma width fluctuation, the spread is \(15.8/3\approx5.3\) meV.
- If 0.5 nm is the rms of each of two independent edges, the spread is \(15.8\sqrt2\approx22.4\) meV.

The expansion requires a distribution that stays away from \(W=0\). An untruncated Gaussian has non-zero probability density \(p(0)\) there, and \(\int p(W)W^{-2}dW\) diverges at that point, however small \(\sigma_W\) is. Here the divergence is only formal, since \(p(0)\propto e^{-50}\): a Gaussian cut off at 0.1, 1 or 2.5 nm gives the same mean shift of 2.5 meV and rms spread of 17.3 meV. For two independent edges, each uniformly distributed and together giving \(\sigma_W=0.5\) nm, numerical averaging of the full \(E_1(W)\) gives a mean shift of 2.5 meV and an rms spread of 16.9 meV.

## (e) From local level to eigenenergy

**Question.** Let the width vary along the line as \(W(x)=W_0+a\cos qx\), where from here on \(x\) is the position along the line, \(W_0=5\) nm, \(a=\sqrt2\times0.5\) nm and \(q=2\pi/\Lambda\). The strip is symmetric about its centreline and has mass \(0.19\,m_0\) in both directions. Derive an equation for the motion along the line when \(W\) varies slowly. Estimate the ground level for \(\Lambda=200\) nm, and explain why \(\Lambda=20\) nm is different.

**Answer.** Take \(\Psi=f(x)\,\varphi(y;x)\), where \(\varphi\) is the real, normalized transverse ground state for the local width. The kinetic energy along \(x\) contains

\[
\int(\partial_x\Psi)^2dy=f'^2+2ff'\!\int\!\varphi\,\partial_x\varphi\,dy+f^2\!\int(\partial_x\varphi)^2dy ,
\]

where \(f'=df/dx\). The middle integral is \(\tfrac12\,\frac{d}{dx}\int\varphi^2dy=0\); the moving limits add nothing because \(\varphi\) vanishes there. In the last term \(\partial_x\varphi=(dW/dx)\,\partial_W\varphi\), and \(\partial_W\varphi\) scales as \(\varphi/W\). That term is thus of order \((\hbar^2/2m)(W'/W)^2\), with \(W'=dW/dx\), and is dropped when the width varies slowly. Making the remaining energy stationary with respect to \(f\) at fixed \(\int f^2dx\) gives

\[
-\frac{\hbar^2}{2m}f''+E_1\bigl(W(x)\bigr)f=\varepsilon f .
\]

The local level acts as a potential for the motion along the line. Its minimum is at the widest point, \(W=5.707\) nm, where \(E_1=60.8\) meV, a shift of \(-18.4\) meV.

For a long period the ground state sits near that minimum. There \(dE_1/dx=0\), and the curvature is \((dE_1/dW)\,W''\) with \(W''=-aq^2\):

\[
U''=\frac{2\times60.76}{5.707}\times0.7071\times\left(\frac{2\pi}{200}\right)^2\approx0.0149\ \text{meV/nm}^2 .
\]

The zero-point energy of a harmonic well is \(\tfrac12\sqrt{(\hbar^2/m)U''}\). With \(\hbar^2/m=2\times0.0381/0.19\) eV nm² \(\approx401\) meV nm², this is \(\tfrac12\sqrt{401\times0.0149}\approx1.2\) meV. The estimated ground shift is \(-18.4+1.2=-17.2\) meV. A two-dimensional calculation of the strip also gives \(-17.2\) meV.

For \(\Lambda=20\) nm the kinetic scale \(\hbar^2q^2/2m\) is \(200.5\times(2\pi/20)^2\approx19.8\) meV. This is comparable with the first-order amplitude of the potential, \(31.67\times0.7071\approx22.4\) meV. The electron still sits mostly in the wide sections, with about 90% of its probability where \(W(x)>W_0\). But confining it there costs kinetic energy, and its tails reach into regions where the local level is higher. The two-dimensional ground shift is then only \(-6.5\) meV, although the rms width is unchanged. The slow-variation equation gives \(-6.7\) meV, so its failure is still slight; the main change is that the eigenenergy no longer follows the local level.

The shift found in part (b) therefore describes the local band edge. A wider section in an otherwise smooth line binds a state whose energy lies close to that edge, if the section is long enough for the kinetic cost to be small compared with the shift. A narrower section acts as a barrier and binds no state of its own.

## (f) A silicon line

**Question.** Apply the result to a narrow unstrained silicon line clad in oxide. Consider, one at a time, the finite barrier, nonparabolicity, a transverse field and the anisotropic mass. Is the 16 meV the shift of the lowest conduction level?

**Answer.** The parameters below are rough typical values. Each shift is for a 0.5 nm width change to first order, with the other idealizations kept. The corrections are not to be added.

*Finite barrier.* Take a barrier \(V_0=3.1\) eV and an oxide mass \(m_b=0.5\,m_0\). With \(y\) now measured from the centre, the lowest state is \(\cos ky\) inside and decays as \(e^{-\kappa|y|}\) outside, where \(\kappa^2=2m_b(V_0-E)/\hbar^2\). Continuity of \(\psi\) and of \(\psi'/m\) gives

\[
\frac{k}{m}\tan\frac{kW}{2}=\frac{\kappa}{m_b}.
\]

For a high barrier, \(kW/2=\pi/2-\arctan(km_b/m\kappa)\approx\pi/2-kd\), with \(d=m_b/(m\kappa)\). Hence \(k\approx\pi/(W+2d)\): the line acts as if it were wider by \(2d\). Here \(\kappa\approx6.3\) nm⁻¹ and \(d\approx0.42\) nm. Solving the matching condition numerically gives a level of 58.4 meV and a shift of 10.1 meV, about a third below the hard-wall value.

*Nonparabolicity.* Let \(E(1+\alpha E)=E_1(W)\) with \(\alpha=0.5\) eV⁻¹. Differentiation gives \((1+2\alpha E)\,dE/dW=-2E_1/W\). The level is 76.3 meV, and the shift is \(15.83/1.076\approx14.7\) meV.

*Transverse field.* A uniform field of 0.3 MV/cm exerts a force \(F=30\) meV/nm on the electron. The derivation in part (b) survives a fixed potential between the walls, so each wall has its own sensitivity \(s=(\hbar^2/2m)\psi'^2\), evaluated at that wall. Moving both walls by \(b\) against the force raises the level by \(Fb\), so the sensitivity of the near wall, towards which the electron is pushed, exceeds that of the far wall by \(F\). A 0.5 nm change shifts the level by 24.5 meV if the near wall moves alone, by 9.5 meV if the far wall does, and by 17.0 meV if they share it equally. The first two differ by \(30\times0.5=15\) meV, as required. In a field, a wiggle at constant width also shifts the level. These figures hold the potential fixed in space while the walls move; where a gate follows the sidewall the potential moves too, and the single-wall values do not carry over.

*Anisotropic mass.* For a wall normal \(\mathbf n\) and inverse-mass tensor \(M^{-1}\), the kinetic energy at zero wavevector along the wall is \(\tfrac12\hbar^2k_n^2\,\mathbf n\!\cdot\!M^{-1}\mathbf n\). The confinement mass is therefore \(m_c=1/(\mathbf n\!\cdot\!M^{-1}\mathbf n)\). Silicon valleys have mass \(0.916\,m_0\) along their axis and \(0.19\,m_0\) across it.

- For (100) sidewalls, the valleys whose axis lies along the normal have \(m_c=0.916\,m_0\). Their hard-wall level is 16.4 meV and its shift 3.3 meV.
- For (110) sidewalls, the four valleys with axes at 45° to the normal have \(1/m_c=\tfrac12(1/0.916+1/0.19)/m_0\), so \(m_c=0.315\,m_0\). Their level is 47.8 meV and its shift 9.6 meV.

So for a tall line the answer is no for these two sidewall orientations. The 16 meV then belongs to the lowest level of the \(0.19\,m_0\) valleys, which lies above the lowest conduction level of the line. A low line can reverse this order, because vertical confinement favours the valleys whose axis is vertical, and these have mass \(0.19\,m_0\) across the line. With a (001) top face and hard walls at top and bottom, they are lowest when the height is below \(W=5\) nm for (100) sidewalls, or below \(\sqrt2\,W\approx7.1\) nm for (110) sidewalls. In this hard-wall model the lowest level then does shift by 16 meV; a finite barrier reduces the shift, as shown above.

*Reading the result for a device.* A width fluctuation of 0.5 nm rms means 1.5 nm at three sigma, or 30% of the width. Of the assumptions examined here, the choice of valley moves the number most for a tall line with (100) sidewalls, from 16 to 3 meV. At 300 K the thermal energy is 25.9 meV. For non-degenerate electrons in the \(0.19\,m_0\) valleys and slow width variation, a 15.8 meV rise lowers the local occupation of the level by a factor \(e^{0.61}\approx1.8\). For the sinusoidal width of part (e), the slow-variation equation gives this factor at periods of 50 and 200 nm, but only 1.7 at 20 nm and 1.4 at 10 nm. Self-consistent charge, strain, finite line height and the atomic structure of the interface are left out, so the figures are model estimates. The numerical output below lists the values to more digits.

## Numbers as computed

```
Hard-wall channel
Channel width: 5.0 nm
Confinement mass: 0.19 m0
Rms width fluctuation: 0.5 nm
hbar^2/(2 m0): 0.03810 eV nm^2
Lowest level, formula: 79.164 meV
Lowest level, diagonalization: 79.164 meV
Level change on halving grid: 0.000195 meV
Slope magnitude, formula: 31.666 meV/nm
Slope magnitude, diagonalization: 31.667 meV/nm
Slope magnitude, wall force: 31.666 meV/nm
First-order shift magnitude: 15.833 meV
Full shift, 0.5 nm narrower: 18.569 meV
Full shift, 0.5 nm wider: -13.739 meV
Remainder ratio, full to half step: 4.303 (no unit)
Random width, two independent bounded edges
Mean shift, quadrature: 2.474 meV
Mean shift, second order: 2.375 meV
Rms level spread, quadrature: 16.906 meV
First-order rms if 0.5 nm is three sigma: 5.278 meV
First-order rms if 0.5 nm is rms per edge: 22.391 meV
Neglected effects, one at a time
Oxide barrier: 3.1 eV
Oxide mass: 0.5 m0
Level with finite barrier: 58.440 meV
First-order shift with finite barrier: 10.062 meV
Nonparabolicity: 0.5 1/eV
Level with nonparabolicity: 76.257 meV
First-order shift with nonparabolicity: 14.711 meV
Transverse field: 0.3 MV/cm
Level in field, zero at midchannel: 76.108 meV
Field: shift, both walls share 0.5 nm: 17.043 meV
Field: shift, only near wall moves 0.5 nm: 24.543 meV
Field: shift, only far wall moves 0.5 nm: 9.543 meV
Lowest-valley mass, (100) walls: 0.916 m0
Lowest-valley level, (100) walls: 16.421 meV
Lowest-valley shift, (100) walls: 3.284 meV
Lowest-valley mass, (110) walls: 0.315 m0
Lowest-valley level, (110) walls: 47.792 meV
Lowest-valley shift, (110) walls: 9.558 meV
Local level shift at widest point: -18.402 meV
Strip ground shift, 20 nm period, 2D: -6.506 meV
Strip ground shift, 20 nm period, local model: -6.659 meV
Strip ground shift, 200 nm period, 2D: -17.180 meV
Strip ground shift, 200 nm period, local model: -17.180 meV
2D basis-enlargement change, 20 nm period: -0.000128 meV
Thermal energy at 300 K: 25.852 meV
First-order shift over thermal energy: 0.612 (no unit)
Boltzmann factor for that shift: 1.845 (no unit)
```
